# Demixing of two unequally mobile cations in a growing monoxide scale

## First derivation: eliminating the oxygen potential

### What dimensions and symmetry fix

A compact oxide scale of thickness \(X(t)\) grows on an alloy of two metals A and B. The oxide is a solid solution (A,B)O, and both cations move through vacancies on the same sublattice. The oxygen pressures at its two faces are held fixed. The data of the problem are then pressures, compositions and diffusion coefficients. Pressures enter as ratios to a standard pressure, and compositions are pure numbers, so the diffusion coefficients alone carry units of length and time. No fixed length can be built from them. The one length that can be formed at time \(t\) is \(\sqrt{Dt}\), hence

\[
X^2=2kt,\qquad X\frac{dX}{dt}=k,
\]

where \(k\) is a diffusion coefficient times a pure number. For the same reason the composition depends on depth through \(\xi=y/X\) alone, once the start of the growth has been forgotten. Here \(y\) is the distance from the metal side, so \(\xi=0\) is the metal side and \(\xi=1\) the gas side.

Let \(x\) be the fraction of cation sites held by A, \(\bar x\) its mean over the scale, and \(p=D_A/D_B\) the ratio of the mobilities. Three cases have no demixing. For \(\bar x=0\) or \(\bar x=1\) there is one kind of cation. For \(p=1\), A and B are labels that do not affect how a cation jumps past its neighbours; if a fraction \(\bar x\) of the delivered cations carries label A, the same fraction does so at every depth. For smooth dependence on \(p\) and \(\bar x\), the composition difference between the faces therefore has the form

\[
\Delta x=x(1)-x(0)=(p-1)\,\bar x(1-\bar x)\,G .
\]

Exchanging the names A and B turns \(x\) into \(1-x\) and \(p\) into \(1/p\), and must reverse the sign of \(\Delta x\). Symmetry does not say whether \(G\) is positive. The result to be derived is that it is, and more: \(dx/d\xi\) has the sign of \(p-1\) at every depth, so the faster cation is enriched steadily toward the gas.

### Forces and fluxes

The oxygen ions are taken as immobile, and \(y\) is measured in their lattice. New oxide then forms at the gas side, where arriving cations meet oxygen. Electron holes are taken as much more mobile than cations. The electrochemical potential of the electrons is then nearly uniform, and the force on the ion A\(^{2+}\) equals the force on the neutral metal A, namely \(-\partial\mu_A/\partial y\). With \(c\) the number of cation sites per volume,

\[
J_A=-\frac{c\,x\,D_A}{RT}\frac{\partial\mu_A}{\partial y},\qquad
J_B=-\frac{c\,(1-x)\,D_B}{RT}\frac{\partial\mu_B}{\partial y}.
\]

These equations define \(D_A\) and \(D_B\), and they neglect cross terms between the two fluxes. The ratio \(p\) is constant; \(D_B\) may be any smooth positive function of oxygen activity and composition.

At each depth the metals, the oxygen and the oxide are in local equilibrium. For an ideal solution of AO and BO,

\[
\mu_A+\mu_O=\mu_{AO}^\circ+RT\ln x,\qquad
\mu_B+\mu_O=\mu_{BO}^\circ+RT\ln(1-x).
\]

Write \(\mu_O=\text{const}+RT\,u\). Since \(\mu_O\) is half the potential of O\(_2\), \(u=\tfrac12\ln(p_{\mathrm{O_2}}/\text{atm})\). Inserting this and using \(x\,\partial\ln x=\partial x\) and \((1-x)\,\partial\ln(1-x)=-\partial x\) gives

\[
J_A=cD_A\!\left(x\frac{\partial u}{\partial y}-\frac{\partial x}{\partial y}\right),\qquad
J_B=cD_B\!\left((1-x)\frac{\partial u}{\partial y}+\frac{\partial x}{\partial y}\right).
\]

The oxygen potential rises toward the gas, so its term drives both cations outward. The composition term is ordinary interdiffusion and has opposite signs for the two.

Let a prime mean \(d/d\xi\), and define the scaled flux \(j=XJ_A/c\). Because \(\partial/\partial y=(1/X)\,d/d\xi\), the factor \(X\) cancels:

\[
j=pD_B(xu'-x').
\]

### Conservation in the growing scale

The vacancies are dilute, so the number of cations per volume stays at \(c\). What enters a layer must leave it, and \(J_A+J_B\) is the same at every depth. At the gas side the total flux builds new oxide, \(J_A+J_B=c\,dX/dt\). Multiplication by \(X/c\) gives

\[
k=D_B\left[p(xu'-x')+(1-x)u'+x'\right]=D_B\left[Qu'-(p-1)x'\right],
\]

with \(Q=1+(p-1)x\), which is positive.

For A alone, \(c\,\partial x/\partial t=-\partial J_A/\partial y\). At fixed \(y\), \(\xi=y/X\) falls as \(X\) grows:

\[
\frac{\partial x}{\partial t}=-x'\frac{y}{X^2}\frac{dX}{dt}=-\frac{k}{X^2}\,\xi x',
\qquad \frac{\partial J_A}{\partial y}=\frac{c}{X^2}\,j'.
\]

Therefore

\[
j'=k\,\xi x'.
\]

New oxide at the gas side has the composition of the flux that forms it, so \(j(1)=kx(1)\). Integrating \(j'\) by parts over the scale,

\[
j(1)-j(0)=k\int_0^1\xi x'\,d\xi=k\left[x(1)-\bar x\right],
\]

and hence \(j(0)=k\bar x\). The mean composition of the scale is the fraction of A in the flux delivered by the alloy. It need not be the composition of the bulk alloy.

### Elimination and the sign of the gradient

The equation for \(k\) gives

\[
u'=\frac{1}{Q}\left[\frac{k}{D_B}+(p-1)x'\right].
\]

Put this into \(j\) and bring everything over \(Q\):

\[
j=\frac pQ\left[kx+(p-1)xD_Bx'-QD_Bx'\right]=\frac{p\,(kx-D_Bx')}{Q},
\]

because \(Q-(p-1)x=1\). The first term, \(kpx/Q\), is the share A would take in a scale without a composition gradient; for \(p>1\) it exceeds \(kx\). The second term is back-diffusion.

At the gas side \(j=kx\), so \(p(kx-D_Bx')=kxQ\). With \(p-Q=(p-1)(1-x)\) this becomes

\[
x'(1)=\frac{k(p-1)\,x(1-x)}{pD_B}\bigg|_{\xi=1}.
\]

The gradient at the gas side has the sign of \(p-1\). The reason is that new oxide must have the composition of the flux. In uniform oxide the flux would be richer in the fast cation than the oxide it passes through, and the two can agree if back-diffusion removes the excess.

To carry the sign inward, let \(W=D_Bx'\). The formula for \(j\) gives \(W=kx-jQ/p\). Differentiate, using \(Q'=(p-1)x'\) and \(j'=k\xi x'\):

\[
W'=\frac{x'}{p}\left[kp-k\xi Q-(p-1)j\right]=BW,\qquad
B=\frac{kp-k\xi Q-(p-1)j}{pD_B}.
\]

The last step used \(x'=W/D_B\). The solution is

\[
W(\xi)=W(1)\exp\!\left(-\int_\xi^1B\,d\eta\right).
\]

Since \(D_B\) is positive on the whole closed scale, \(B\) is finite and the exponential is positive. So \(W\), and with it \(x'\), keeps the sign it has at the gas side. This proves the result for any size of the potential drop and any constant \(p\).

### Small difference in mobility

The size of the effect needs a law for \(D_B\). Forming a cation vacancy by taking up oxygen gives \([V][h]^z\propto p_{\mathrm{O_2}}^{1/2}\) for a vacancy of charge \(-z\), with \([h]=z[V]\). Hence \([V]\propto p_{\mathrm{O_2}}^{1/n}\) with \(n=2(z+1)\), which is 4 for \(z=1\) and 6 for \(z=2\). Take

\[
D_B=D_0\,e^{bx}\,p_{\mathrm{O_2}}^{1/n}=D_0\,e^{bx+mu},\qquad m=\frac2n,
\]

with pressure in atm; \(b\) describes how the vacancy content changes with composition.

For small \(p-1\), the composition is \(\bar x\) at lowest order, and the equation for \(k\) reduces to \(D_Bu'=k\). Then \(D_B'=mD_Bu'=mk\), so \(D_B\) is linear in depth, \(D_B=D_B(0)+mk\xi\). At the same order \(B=k(1-\xi)/D_B\) and \(W(1)=k(p-1)\bar x(1-\bar x)\). If \(D_B(0)\) is negligible,

\[
\frac{W'}{W}=\frac{1-\xi}{m\xi}=\frac1{m\xi}-\frac1m,\qquad
W=W(1)\,\xi^{1/m}e^{(1-\xi)/m}.
\]

Dividing by \(D_B=mk\xi\) gives \(x'\). For \(n=4\), \(m=\tfrac12\),

\[
x'=(p-1)\bar x(1-\bar x)\,2\xi e^{2(1-\xi)} .
\]

With \(\int_0^1\xi e^{-2\xi}d\xi=(1-3e^{-2})/4\), integration gives

\[
\Delta x=(p-1)\bar x(1-\bar x)\,\frac{e^2-3}{2},
\]

so \(G=2.19\) in this limit. The parameter \(b\) drops out at this order. Keeping an inner pressure of \(10^{-8}\) atm, with 1 atm at the gas side, lowers \(G\) slightly, to 2.18.

### A cobalt-bearing nickel oxide scale

Let A be cobalt and B nickel, at 1473 K in 1 atm of oxygen. The material values are rough: \(p=2\), \(D_0=1.0\times10^{-10}\) cm²/s, \(b=4\), \(n=4\), and an inner pressure of \(10^{-8}\) atm. The mean cobalt fraction is set to \(\bar x=0.10\). At the metal side \(u=\tfrac12\ln10^{-8}=-9.21\), and the pressure factor in \(D_B\) is \((10^{-8})^{1/4}=0.01\).

Numerical solution of the equations for \(x\), \(j\) and \(u\) gives:

| \(\xi\) | Co fraction \(x\) | \(p_{\mathrm{O_2}}\) (atm) | Co share \(j/k\) |
|---|---|---|---|
| 0 | 0.0527 | \(1.0\times10^{-8}\) | 0.1000 |
| 0.25 | 0.0677 | 0.0084 | 0.1024 |
| 0.50 | 0.0978 | 0.104 | 0.1138 |
| 0.75 | 0.1304 | 0.407 | 0.1341 |
| 1 | 0.1600 | 1 | 0.1600 |

The gas side holds 1.6 times the mean cobalt fraction. The small-contrast law would give \(\Delta x=0.196\), against the solved 0.107; \(p-1=1\) is not small, and the law serves here for the sign and the order of magnitude.

The growth constant is \(k=3.11\times10^{-10}\) cm²/s. After 10 h,

\[
X=\sqrt{2(3.11\times10^{-10})(3.6\times10^4)}\ \text{cm}=4.73\times10^{-3}\ \text{cm}=47\ \mu\text{m}.
\]

At the gas side \(D_B=10^{-10}e^{0.64}=1.90\times10^{-10}\) cm²/s, and the boundary formula gives

\[
x'(1)=\frac{3.11\times0.160\times0.840}{2\times1.90}=0.110 .
\]

The stationary profile was assumed, so it was also tested by simulating a thickening scale that starts with cobalt enriched on the wrong side, toward the metal. With 120 cells its final cobalt fractions differ from the stationary ones by at most \(4.6\times10^{-6}\). The same start with \(p=1\) ends flat, with a remaining range of \(1.4\times10^{-9}\).

## Second derivation: drag forces and counting cations

### Quantities carried over

The cation fraction of A is \(x\), its mean over the scale \(\bar x\), and \(p=D_A/D_B\) is constant. Depth is \(\xi=y/X\), from 0 at the metal to 1 at the gas, in the lattice of immobile oxygen; a prime is \(d/d\xi\). The thickness obeys \(X\,dX/dt=k\), and \(u=\tfrac12\ln p_{\mathrm{O_2}}\) with the pressure in atm. The scaled flux of A is \(j=XJ_A/c\), and that of B is \(k-j\). From the first half come the flux laws

\[
j=pD_B(xu'-x'),\qquad k-j=D_B\left[(1-x)u'+x'\right].
\]

The example is a (Co,Ni)O scale with A = Co, \(p=2\), \(\bar x=0.10\), \(k=3.11\times10^{-10}\) cm²/s, and cobalt fractions of 0.0527 at the metal side and 0.1600 at the gas side.

### The difference of two drag forces

Instead of fluxes, consider mean velocities. The scaled velocities, each the velocity times \(X\), are

\[
V_A=\frac jx,\qquad V_B=\frac{k-j}{1-x}.
\]

Dividing the flux laws by \(pD_Bx\) and \(D_B(1-x)\) gives

\[
\frac{V_A}{pD_B}=u'-\frac{x'}{x},\qquad
\frac{V_B}{D_B}=u'+\frac{x'}{1-x}.
\]

The left sides are drag forces, the right sides driving forces. The oxygen potential pushes both cations equally, so it disappears from the difference. With \(L=\ln[x/(1-x)]\), whose derivative is \(L'=x'/[x(1-x)]\),

\[
L'=\frac{V_B}{D_B}-\frac{V_A}{pD_B}=\frac{V_B}{pD_B}\,(p-r),\qquad r=\frac{V_A}{V_B}.
\]

The faster cation is enriched toward the gas if it moves faster than the other by a factor smaller than its mobility advantage. If both moved at one speed, the slow cation would need the larger force. A composition gradient supplies the difference by helping the slow cation outward and holding the fast one back. It remains to find \(r\), and for that the cations need only be counted.

### Counting the cations outside a plane

Fix a plane in the oxygen lattice at \(y\). Per unit area, the number of A cations between it and the gas is

\[
N_A=cX\int_\xi^1x\,d\eta .
\]

It can change by A cations crossing the plane, so \(J_A=dN_A/dt\). The profile in \(\xi\) is stationary, while the plane moves in \(\xi\) at the rate \(d\xi/dt=-(\xi/X)\,dX/dt\). The derivative has one part from the factor \(X\) and one from the lower limit:

\[
J_A=c\frac{dX}{dt}\left[\int_\xi^1x\,d\eta+\xi x\right].
\]

Multiplying by \(X/c\) and dividing by \(x\),

\[
V_A=k\left[\xi+\frac1x\int_\xi^1x\,d\eta\right],\qquad
V_B=k\left[\xi+\frac1{1-x}\int_\xi^1(1-x)\,d\eta\right].
\]

The second equation is the same count for B. Both velocities exceed \(k\xi\) inside the scale, and at the gas side both equal \(k\). There \(r=1\): the two cations arrive at the surface at the speed of the surface.

Now differentiate \(xV_A\). The derivative of the integral is \(-x\), which cancels the \(x\) coming from \(\xi x\):

\[
(xV_A)'=k\xi x'\quad\Rightarrow\quad
\frac{V_A'}{V_A}=-\frac{x'}{x}\left(1-\frac{k\xi}{V_A}\right).
\]

For B, \(x\) is replaced by \(1-x\) and \(x'\) by \(-x'\):

\[
\frac{V_B'}{V_B}=+\frac{x'}{1-x}\left(1-\frac{k\xi}{V_B}\right).
\]

Subtract the second from the first, with \(x'/x=(1-x)L'\) and \(x'/(1-x)=xL'\):

\[
\frac{r'}{r}=-HL',\qquad
H=(1-x)\left(1-\frac{k\xi}{V_A}\right)+x\left(1-\frac{k\xi}{V_B}\right).
\]

Since both velocities are at least \(k\xi\), \(H\ge0\). Insert the drag equation for \(L'\), with \(rV_B=V_A\):

\[
(p-r)'=-r'=g\,(p-r),\qquad g=\frac{V_AH}{pD_B}\ge0 .
\]

At the gas side \(p-r=p-1\), so

\[
p-r(\xi)=(p-1)\exp\!\left(-\int_\xi^1g\,d\eta\right).
\]

Thus \(p-r\) has the sign of \(p-1\) everywhere, and by the drag equation so have \(L'\) and \(x'\). This is the result of the first half. Because \(g\) is not negative, there is also a bound: for \(p>1\),

\[
1\le r<p .
\]

The fast cation is never slower than the other, and never uses its full mobility advantage.

### The composition at the metal side

The table of the first half gives the velocity ratio as \(r=(j/k)(1-x)/[x(1-j/k)]\). At mid-depth,

\[
r=\frac{0.1138\times0.9022}{0.0978\times0.8862}=1.18 .
\]

At \(\xi=0.25\) it is 1.57, and at the metal side 2.00 to the accuracy of the table, close to the ceiling \(p=2\). The exponential shows why. The rate \(g\) contains \(1/D_B\), and \(D_B\) is small near the metal, where vacancies are few. The integral becomes large and \(p-r\) small. In other words, back-diffusion is nearly frozen there.

Setting \(r=p\) at \(\xi=0\), where \(j/k=\bar x\), gives

\[
\frac{x(0)}{1-x(0)}=\frac1p\,\frac{\bar x}{1-\bar x}.
\]

For the example the right side is \(0.1111/2=0.0556\), hence \(x(0)=0.0526\), against 0.0527 from the full solution. For \(p=3\), other settings unchanged, it gives 0.0357, as the full solution does. When the vacancy content at the metal side is this low, the composition there is set by \(p\) and \(\bar x\), and the details of \(D_B\) hardly matter.

### A small drop in oxygen potential

Multiply the drag equation for A by \(x\), that for B by \(1-x\), and add. The composition terms cancel:

\[
D_Bu'=\frac{xV_A}{p}+(1-x)V_B .
\]

For a growing scale the right side is positive, so \(u\) rises toward the gas. Without a drop in oxygen potential, \(k\) must vanish; the velocities are then zero, and so is \(L'\). Growth and demixing have the same cause.

For a small drop \(\Delta u\), the composition is nearly uniform and \(V_A=V_B=k\) at lowest order. The last equation and the drag equation become

\[
\Delta u=\frac{k}{D_B}\,\frac{\bar x+p(1-\bar x)}{p},\qquad
\Delta x=\bar x(1-\bar x)\,\frac{k}{D_B}\,\frac{p-1}{p}.
\]

Elimination of \(k/D_B\) gives

\[
\Delta x=\frac{(p-1)\,\bar x(1-\bar x)}{\bar x+p(1-\bar x)}\,\Delta u .
\]

Exchanging the names, \(p\to1/p\) and \(\bar x\to1-\bar x\), reverses the sign, as symmetry demands. For \(p=5\), \(\bar x=0.5\) and \(\Delta u=10^{-3}\) the law gives \(3.333\times10^{-4}\); the full equations also give \(3.333\times10^{-4}\).

### What each derivation assumes

Both derivations need immobile oxygen, one cation sublattice with few vacancies, a stationary profile in \(\xi\), and a constant \(p\). They differ in how they treat the common force.

The first writes that force as \(u'\), finds it from the total flux, and eliminates it. This requires a complete flux law. In return it yields \(u\), \(k\) and the pressure profile once \(D_B\) is known, and the difference of the two drag forces alone does not.

The second uses the difference of the forces on the two cations. Any force that acts equally on both drops out, whatever its origin. An electric field does so when the ionic charges are equal. The sign of the enrichment therefore does not rest on fast holes, though the value of \(k\) does. Correlated vacancy jumps, in Manning's model, add to the force on each cation the same multiple of the mobility-weighted mean force. This too cancels. Non-ideal mixing multiplies \(L'\) in the drag equation by a thermodynamic factor, which is positive for a stable solution, and the sign again stands.

The constancy of \(p\) matters more. If \(p\) depends on composition alone, \(p'\) is proportional to \(x'\), hence to \(p-r\), and the argument survives with the sign of \(p-1\) taken at the gas side. If \(p\) depends on oxygen pressure alone, then

\[
(p-r)'=\frac{\partial p}{\partial u}u'+g(p-r)
\]

The new term is not proportional to \(p-r\). If \(p\) falls toward the metal, \(p-r\) can change sign, and the gradient can reverse in the inner part. A weak fall is enough where back-diffusion is nearly frozen: the share of A in the flux is almost constant there, and a smaller \(p\) needs a larger \(x\) to carry it. In the cobalt example, let \(p=2\,p_{\mathrm{O_2}}^{0.005}\), with the pressure in atm, so that \(p\) falls from 2 at the gas side to 1.82 at the metal side. The cobalt fraction then has a minimum of 0.0556 at \(\xi=0.04\) and rises to 0.0569 at the metal side, while the gas side still holds 0.159.

### How far the example can be trusted

Each row changes one setting and keeps the others, including \(\bar x=0.10\):

| Change | Co at gas side | \(k\) (\(10^{-10}\) cm²/s) |
|---|---|---|
| none | 0.160 | 3.11 |
| correlation factor 0.7815 | 0.172 | 3.94 |
| mixing energy +5 kJ/mol | 0.164 | 3.11 |
| mixing energy −5 kJ/mol | 0.156 | 3.11 |
| \(n=6\) | 0.178 | 4.48 |
| inner pressure \(10^{-10}\) atm | 0.160 | 3.13 |
| \(p=3\) | 0.182 | 3.16 |
| \(b=0\) | 0.169 | 2.11 |

The enrichment survives every change, and the gas-side fraction stays between 0.156 and 0.182. The growth constant is less certain. It is also proportional to \(D_0\), which is known here only roughly; the profile in \(\xi\) does not depend on \(D_0\).

A finite vacancy fraction \(v\) changes the site balance: the total flux then varies with depth by \(k\int\xi\,dv\). For \(v\) proportional to \(D_B\), with a rough upper value of 0.01 at the gas side, this is 0.5 % of \(k\).

The alloy that feeds this scale is poorer in cobalt than the scale. Let \(N_b\) and \(N_i\) be the cobalt fractions in the bulk alloy and at its interface. Exchange equilibrium of ideal solutions, with a rough energy of 22 kJ/mol and \(RT=12.25\) kJ/mol, gives a constant \(e^{22/12.25}=6.03\), and

\[
\frac{N_i}{1-N_i}=\frac{0.0527/0.9473}{6.03},\qquad N_i=0.0091 .
\]

The metal surface recedes by \(s=X/1.7\), where 1.7 is the rough volume ratio of oxide to metal. With a rough alloy diffusion coefficient \(D_m=10^{-10}\) cm²/s, define

\[
\gamma=\frac{s}{2\sqrt{D_mt}}=\frac1{1.7}\sqrt{\frac{k}{2D_m}}=0.733 .
\]

The depletion in the alloy at distance \(z\) from the original surface is \((N_b-N_i)\,\mathrm{erfc}(z/2\sqrt{D_mt})/\mathrm{erfc}\,\gamma\). The cobalt in the scale equals that of the consumed metal plus this depletion integrated from \(s\) to infinity. Since \(\int_\gamma^\infty\mathrm{erfc}\,q\,dq=e^{-\gamma^2}/\sqrt\pi-\gamma\,\mathrm{erfc}\,\gamma\),

\[
\bar x=N_b+(N_b-N_i)(F-1),\qquad F=\frac{e^{-\gamma^2}}{\sqrt\pi\,\gamma\,\mathrm{erfc}\,\gamma}=1.50 .
\]

Hence \(N_b=(0.100+0.50\times0.0091)/1.50=0.070\). On these rough values a scale with 10 % cobalt belongs to an alloy with about 7 %. The figure depends on \(D_m\): it is 8.5 % for \(D_m=3\times10^{-11}\) cm²/s and 5.4 % for \(3\times10^{-10}\) cm²/s. The balance also assumes that the alloy stays single-phase. For ideal solutions, an alloy of cobalt fraction \(N\) is in equilibrium with oxide of composition \(x\) at an oxygen activity \((1-x)/(1-N)\) relative to Ni/NiO, which is 0.96 at the interface and 0.74 for the bulk alloy. Oxygen diffuses in nickel much faster than cobalt, so the alloy behind the depleted zone can be supersaturated in oxygen, by roughly 10 to 20 % on these values. If oxide nucleates there, it binds cobalt inside the metal and this balance no longer holds.

The real counterpart is a nickel alloy with some cobalt, whose oxides CoO and NiO share the rock-salt structure and mix. The parameters are meant to be right in order of magnitude, not fitted to a particular alloy. Real scales can depart from the assumption of a compact layer in which cations move through the lattice alone. Grain boundaries offer the cations other paths, with their own mobility ratio, and pores or inward oxygen transport let oxide form inside the scale. The model does not size these effects. Its numbers are estimates for coarse-grained, dense scales in which lattice diffusion of cations dominates and the mobility ratio is nearly constant.

## Calculated quantities

```
temperature 1473 K; gas pO2 1 atm; inner pO2 1e-08 atm
p = D_Co/D_Ni 2.0; mean Co fraction 0.10; b 4.0; n 4
D_Ni in NiO at gas side 1.0e-10 cm2/s
u at inner side -9.210; D_B pressure factor there 0.010
profile: xi, Co fraction, pO2 (atm), Co share of flux
  0.00  0.0527  1.00e-08  0.1000
  0.25  0.0677  8.38e-03  0.1024
  0.50  0.0978  1.04e-01  0.1138
  0.75  0.1304  4.07e-01  0.1341
  1.00  0.1600  1.00e+00  0.1600
Co fraction difference, gas minus metal side 0.1073
gas-side Co fraction / mean 1.600
dx/dxi at gas side 0.1102
K = k/D0 3.1091; growth constant k 3.109e-10 cm2/s
K for equal mobilities (p=1), same mean 2.9538
thickness after 10 h 47.3 um
simulation, max Co fraction error: 60 cells 1.8e-05, 120 cells 4.6e-06
simulation, relative error of K: 60 cells 1.2e-05, 120 cells 3.4e-06
p=1 control: remaining Co fraction range 1.4e-09
sign identity, max relative error 7.4e-07
small drop du=1e-03: dx solved 4.7364e-05, law 4.7368e-05
same drop, p=5, mean 0.5: dx solved 3.3330e-04, law 3.3333e-04
small-contrast factor: solved 2.1802, law 2.1802, zero inner pressure 2.1945
small-contrast law used at p=2: dx 0.1962
variants: Co fraction metal side, gas side, k (cm2/s)
  correlation factor f=0.7815: 0.0526, 0.1715, 3.942e-10
  mixing energy +5 kJ/mol: 0.0526, 0.1643, 3.108e-10
  mixing energy -5 kJ/mol: 0.0527, 0.1563, 3.110e-10
  pressure exponent 1/6: 0.0527, 0.1776, 4.482e-10
  inner pO2 1e-10 atm: 0.0526, 0.1604, 3.130e-10
  mobility ratio 3: 0.0357, 0.1823, 3.162e-10
  no composition effect on D (b=0): 0.0527, 0.1691, 2.107e-10
vacancy fraction at gas side (rough upper value) 0.01; total flux change across scale 0.54 %
alloy inputs (rough): D 1e-10 cm2/s, oxide/metal volume 1.7, exchange energy 22 kJ/mol
exchange constant 6.03; gamma 0.733; F 1.499
alloy Co fraction: interface 0.0091, bulk 0.0697
```
